# Proof and tests of Grover's formula for the second Rényi entropy, part 2

The problem is to obtain the second Rényi entropy $S_2(A)$ of a subsystem $A$ of $n_A$ fermion modes, with complement $\bar A$, from a density matrix $\rho=\sum_sP_s\rho_s$ decoupled by auxiliary fields $s$. Grover's formula, proved for $\det(1+B_s)\neq0$, is

$$
e^{-S_2(A)}=\mathrm{Tr}\,\rho_A^2=\sum_{s,s'}P_s\,P_{s'}\,\det\big[G_A(s)\,G_A(s')+(1-G_A(s))(1-G_A(s'))\big].\tag{1}
$$

Here $G_A$ is the $A$ block of $G_{ij}=\mathrm{Tr}[\rho_s\,c_ic_j^\dagger]$. Energies are in Ry, $\beta$ and $\Delta\tau$ in $\mathrm{Ry}^{-1}$, $k_B=1$, entropies in nats.

The Hubbard Hamiltonian is $H=H_K+H_U$, with $H_U=U\sum_i(n_{i\uparrow}-\frac12)(n_{i\downarrow}-\frac12)$; the matrix $K$ of $H_K$ holds $-t$ on bonds and $-\mu$ on the diagonal. With $\beta=L\Delta\tau$ and $T=e^{-\Delta\tau H_K/2}e^{-\Delta\tau H_U}e^{-\Delta\tau H_K/2}$,

$$
T^L=\sum_sa_s\Gamma(B_s),\quad Z=\mathrm{Tr}\,T^L,\quad w_s=a_s\det(1+B_s),\quad P_s=\frac{w_s}{Z},\quad\rho_s=\frac{\Gamma(B_s)}{\det(1+B_s)}.
$$

Here $B_s=B_s^\uparrow\oplus B_s^\downarrow$, $B_s^\sigma=(hD_L^\sigma h)\cdots(hD_1^\sigma h)$ and $h=e^{-\Delta\tau K/2}$. For fields $s_{il}=\pm1$ (site $i$, slice $l$), the diagonal $D_l^\sigma$ has entries $e^{\sigma\lambda s_{il}}$ with $\cosh\lambda=e^{\Delta\tau U/2}$ (spin channel, $a_s>0$) or $e^{i\lambda s_{il}}$ with $\cos\lambda=e^{-\Delta\tau U/2}$ (charge channel, $a_s$ complex).

For any matrix $X$ and $x_j^\dagger=\sum_iX_{ij}c_i^\dagger$,

$$
\Gamma(X)\,c^\dagger_{j_1}\cdots c^\dagger_{j_k}|0\rangle=x^\dagger_{j_1}\cdots x^\dagger_{j_k}|0\rangle,\qquad\Gamma(X)|0\rangle=|0\rangle.\tag{4}
$$

Its elements are minors, $\langle I|\Gamma(X)|J\rangle=\det X_{I,J}$ for $|I|=|J|$ and zero otherwise; $\Gamma(X)\Gamma(Y)=\Gamma(XY)$; and $e^{\hat h}=\Gamma(e^h)$ for $\hat h=\sum_{ab}h_{ab}c_a^\dagger c_b$ with any matrix $h$. $\Gamma_A$ is the same construction on $A$. Further results, with the modes of $A$ numbered first in (11) and $G_A$ invertible in (13), are

$$
\mathrm{Tr}\,\Gamma(X)=\det(1+X).\tag{8}
$$

$$
G=(1+B)^{-1},\qquad 1-G=GB=BG.\tag{10}
$$

$$
\mathrm{Tr}[\rho\,O]=\mathrm{Tr}_A[\rho_A\,O],\qquad\langle I|\rho_A|I'\rangle=\sum_J\langle I,J|\rho|I',J\rangle.\tag{11}
$$

$$
\mathrm{Tr}_A[\rho_{s,A}\,\Gamma_A(X)]=\det\big[G_A+(1-G_A)X\big]\quad\text{for every }X.\tag{12}
$$

$$
\rho_{s,A}=\det(G_A)\;\Gamma_A\!\left(G_A^{-1}-1\right).\tag{13}
$$

$$
\mathrm{Tr}_A[\rho_{s,A}\rho_{s',A}]=\det\big[G_1+(1-G_1)(G_2^{-1}-1)\big]\det G_2=\det\big[G_1G_2+(1-G_1)(1-G_2)\big],\tag{14}
$$

where $G_1=G_A(s)$ and $G_2=G_A(s')$. The last determinant, $\mathcal D(s,s')=\mathcal D^\uparrow\mathcal D^\downarrow$, also holds for singular $G_2$ and is unchanged by $G\to1-G$ or by transposition, applied to both replicas.

Ground-state projector simulations are covered as a limit. There the state is $e^{-\Theta H}|\Phi\rangle\langle\Phi|e^{-\Theta H}$ with a Slater determinant $\Phi$ of $N_p$ particles, and by (4) each $\Gamma(B)$ maps a Slater determinant to another, so the terms are $|R\rangle\langle L|$, where $R$ and $L$ are $n\times N_p$ matrices of orbital coefficients. Take $B=xRL^\dagger$. Minors of order above $N_p$ vanish because the rank is at most $N_p$, minors of order $k$ scale as $x^k$, and for $k=N_p$ the submatrix $(RL^\dagger)_{I,J}$ is the product of the square matrices $R_{I,\cdot}$ and $(L^\dagger)_{\cdot,J}$, so its determinant is $\langle I|R\rangle\langle L|J\rangle$. As $x\to\infty$ the $N_p$-particle sector dominates and $\rho_s\to|R\rangle\langle L|/\langle L|R\rangle$, if $\langle L|R\rangle\ne0$. With $S=L^\dagger R$ and $Q=(x^{-1}+S)^{-1}$, one checks $(1+xRL^\dagger)(1-RQL^\dagger)=1+R[x-(1+xS)Q]L^\dagger=1$, because $(1+xS)Q=x$. Hence $G\to1-R(L^\dagger R)^{-1}L^\dagger$, and (14) holds in the limit with this $G$. For a pure state, $S_2(A)$ measures entanglement; at finite temperature it contains thermal entropy as well.

Limiting cases confirm signs and factors. At $U=0$ the coupling $\lambda$ vanishes, every configuration has the same Hermitian $G$, and with eigenvalues $\nu_a$ of $G_A$ formula (1) reduces to $\prod_a[\nu_a^2+(1-\nu_a)^2]$, the purity of independent modes that are empty with probability $\nu_a$. At $\beta\to0$ one has $B\to1$, $G\to\frac12$, and the matrix tends to $\frac14+\frac14=\frac12$, so $S_2=n_A\ln2$, the maximum. When $A$ is the whole system, (10) gives $1-G_1=G_1B_1$ and $1-G_2=B_2G_2$, the matrix is $G_1(1+B_1B_2)G_2$, the determinants of $G_1$ and $G_2$ cancel those in the weights, and (1) becomes $\sum_{s,s'}a_sa_{s'}\det(1+B_sB_{s'})/Z^2=\mathrm{Tr}\,T^{2L}/Z^2$, the ratio $Z(2\beta)/Z(\beta)^2$ that $\mathrm{Tr}\rho^2$ must be.

A single site with $K=0$ and $\beta U\gg1$ shows why two independent replicas are needed. One slice is then exact, $\lambda$ is large, the two fields have $P=\frac12$ each, and $G^\sigma=1/(1+e^{\sigma\lambda s})$ tends to $0$ or $1$: the field $s=+1$ describes an up electron and $s=-1$ a down electron. Equal fields give $\mathcal D=1$ and opposite fields give $\mathcal D=0$, so (1) yields $\frac12$, the purity of a free local moment. Two tempting shortcuts fail. Using the same configuration twice computes $\sum_sP_s\mathrm{Tr}\rho_{s,A}^2$, which is $1$ here and misses all the entropy carried by the fluctuating field. Averaging $G$ first gives $G^\sigma=\frac12$ and the value $\frac14$, the purity of the Gaussian state with the correct one-particle correlations, which treats the four site states as equally likely. A third mistake, averaging $-\ln\mathcal D$ over pairs, gives about $\lambda-\ln2\approx\beta U/2$ in this example, which grows without bound while $S_2\to\ln2$; whenever all $\mathcal D$ and $P$ are positive, convexity of $-\ln$ makes it an upper bound on $S_2$ and not $S_2$ itself.

When the weights are not positive, write $w_s=|w_s|e^{i\phi_s}$, sample with probability $p_s=|w_s|/\sum|w|$, and note that $Z=\langle e^{i\phi}\rangle\sum|w|$, where the bracket is the average over $p$. Then $P_s=p_se^{i\phi_s}/\langle e^{i\phi}\rangle$ and

$$
\mathrm{Tr}\,\rho_A^2=\frac{\big\langle\!\big\langle e^{i(\phi_s+\phi_{s'})}\,\mathcal D(s,s')\big\rangle\!\big\rangle}{\langle e^{i\phi}\rangle^2}.\tag{15}
$$

The average phase enters squared, so the denominator becomes small quickly when the phases cancel. Two cases used below are free of it in the spin channel. On an open chain with nearest-neighbour hopping $t>0$ and modes of one spin numbered along the chain, $c_i^\dagger c_{i\pm1}$ moves a particle past no other mode, so $-\sum K_{ij}c^\dagger_ic_j$ has non-negative off-diagonal elements in the occupation basis. Adding a multiple of the identity makes all its elements non-negative, so the power series shows that its exponential $\Gamma(h)$ has non-negative elements. The $\Gamma(D_l^\sigma)$ are positive diagonal matrices, so $\Gamma(B^\sigma)$ has non-negative elements, and its trace $\det(1+B^\sigma)$ is at least the vacuum element $1$, for any $\mu$. For a contiguous block $A$ the argument extends to the measured quantity: moving the modes of $A$ to the front gives the same sign in bra and ket of (11), because $|I|=|I'|$, so each $\rho_{s,A}$ has non-negative elements and $\mathcal D\ge0$. For a non-contiguous $A$ such as $\{1,3\}$ the signs depend on the traced modes, and away from half filling the measured $\mathcal D$ of a pair can be negative. On a bipartite lattice at $\mu=0$, let $\eta$ be the diagonal matrix of sublattice signs. Then $\eta K\eta=-K$, $\eta h\eta=h^{-1}$ and $D_l^\downarrow=(D_l^\uparrow)^{-1}$. Transposing $B^\uparrow$ reverses the order of its symmetric factors, inverting restores the order and inverts each factor, so $(B^{\uparrow T})^{-1}=\eta B^\downarrow\eta$. From $(1+B^{-1})^{-1}=B(1+B)^{-1}=1-G$ it follows that

$$
G^\downarrow=\eta\,(1-G^{\uparrow T})\,\eta.\tag{16}
$$

Since $\eta$ is diagonal, (16) survives the restriction to $A$. The invariances under $G\to1-G$ and under transposition, with $\eta_A^2=1$, then give $\mathcal D^\downarrow=\mathcal D^\uparrow$, so $\mathcal D$ is the square of a real number. Likewise $\det(1+B^\downarrow)=\det(1+B^\uparrow)/\det B^\uparrow$ with $\det B^\uparrow>0$, so $w_s\ge0$.

The condition $\det(1+B_s)\neq0$ marks where the method can fail even though the weights are non-negative. The product $w_sw_{s'}\mathcal D$ equals $a_sa_{s'}$ times the trace of the product of two partial traces of $\Gamma$ operators, a polynomial in the $B$ matrices that need not vanish where $w_s$ does. A configuration of zero weight is never sampled but can still contribute, and configurations close to such a zero can carry a large $\mathcal D$. If $\det(1+B^\uparrow)$ passes through zero linearly in some continuous coordinate $x$ at half filling, then $w\sim x^2$ and $\mathcal D\sim x^{-2}$ in general, so the mean $\int x^2x^{-2}dx$ is finite and the second moment $\int x^2x^{-4}dx$ diverges. With discrete fields the variance is finite but can be dominated by rare configurations. Apart from nodes, when all $\mathcal D$ and $P$ are positive and the mean $e^{-S_2}$ is carried by rare pairs with large $\mathcal D$, a short run that misses them underestimates the purity with an error bar that looks small. How the spread of $\mathcal D$ depends on the size of $A$ is not derived or tested here. The formula remains exact; the plain estimator can become expensive.

Sampling each replica is ordinary determinant Monte Carlo. For one spin put $E=h^2$, $A_l=D_lE$ and $C=A_L\cdots A_1$. Then $hCh^{-1}=hD_LE\cdots ED_1h=B$, so the weights may be computed from $C$, but the Green matrix to be measured is $G=hG_Ch^{-1}$ with $G_C=(1+C)^{-1}$. This conjugation mixes $A$ with $\bar A$, and omitting it measures the non-Hermitian operator of an unsymmetric splitting in place of $T^L$. Flipping $s_{iL}$ multiplies the entry $i$ of $D_L$ by $1+\delta$ with $\delta=e^{-2\sigma\lambda s_{iL}}-1$, so $C'=(1+\delta e_ie_i^T)C$ and, with $CG_C=1-G_C$,

$$
1+C'=(1+C)+\delta e_ie_i^TC=\big[1+\delta\,e_iv^T\big](1+C),\qquad v^T=e_i^T(1-G_C).
$$

The bracket differs from the identity only in row $i$, so its determinant is its $ii$ entry, $R^\sigma=1+\delta\,(1-(G_C)_{ii})$. Its inverse is $1-\delta e_iv^T/R^\sigma$, as multiplying out with $v^Te_i=1-(G_C)_{ii}$ confirms: the terms in $e_iv^T$ have the coefficient $\delta-\delta(1+\delta v^Te_i)/R^\sigma=0$. Therefore $G_C'=G_C-\delta\,G_Ce_iv^T/R^\sigma$. The flip is accepted with probability $\min(1,|R^\uparrow R^\downarrow|)$, where the absolute value matters only if weights can be negative, and the similarity transformation $G_C\to A_L^{-1}G_CA_L$ turns $C$ into $A_{L-1}\cdots A_1A_L$ and brings the next slice to the front.

The worked example is a four-site open chain at $\mu=0$ with the chosen inputs $t=0.4$ Ry, $U=1.2$ Ry and $\beta=3\ \mathrm{Ry}^{-1}$. These values are illustrative and are not a model of a material. The temperature $k_BT=1/\beta=\frac13$ Ry, or $52629$ K with $1\ \mathrm{Ry}=13.6057$ eV, is comparable with $t$, so the state is mixed and $S_2$ contains thermal entropy as well as entanglement. The subsystem is $A=\{1,2\}$, four modes, with maximum entropy $2\ln4=2.772589$.

For $L=2$ the step is $\Delta\tau=1.5\ \mathrm{Ry}^{-1}$, so $\cosh\lambda=e^{0.9}$ and $\lambda=1.548997$. There are $2^8=256$ configurations, all of positive weight, with $Z=5514.92$. Take $s$ with all fields $+1$, which has $P_s=0.010206$, and $s'$ with the pattern $+-+-$ on both slices, which has $P_{s'}=0.045080$; of these two, the staggered field has the larger weight. For spin up,

$$
G_1=\begin{pmatrix}0.07290&-0.06673\\-0.06673&0.10379\end{pmatrix},\qquad G_2=\begin{pmatrix}0.10730&-0.24681\\-0.24681&0.83704\end{pmatrix}.
$$

These two are symmetric because both slices carry the same field, which makes $B$ symmetric; a general configuration gives a non-symmetric $G$. The four entries of $G_1G_2+(1-G_1)(1-G_2)$, with the first bracket from $G_1G_2$ and the second from $(1-G_1)(1-G_2)$, are

$$
\begin{aligned}
(11)&:\ [0.00782+0.01647]+[0.82762+0.01647]=0.8684,\\
(12)&:\ [-0.01799-0.05586]+[0.22882+0.01087]=0.1658,\\
(21)&:\ [-0.00716-0.02562]+[0.05957+0.22119]=0.2480,\\
(22)&:\ [0.01647+0.08688]+[0.01647+0.14605]=0.2659,
\end{aligned}
$$

where, for instance, $0.82762=0.9271\times0.8927$ and $0.01647=0.06673\times0.24681$. The unrounded calculation gives $0.86839$, $0.16585$, $0.24799$ and $0.26586$, and the determinant is $0.86839\times0.26586-0.16585\times0.24799=0.23087-0.04113=0.18974$. For spin down the diagonal entries of $G_A(s)$ are $0.92710$ and $0.89621$, one minus those of spin up, with the same off-diagonal entry $-0.06673$, as (16) requires. The spin-down matrix has the same diagonal and off-diagonal entries of opposite sign, so its determinant is again $0.189743$, and $\mathcal D=0.189743^2=0.036002$. The pair contributes $0.010206\times0.045080\times0.036002=1.66\times10^{-5}$ to the purity.

The sum over all $256^2$ pairs gives $0.18663501$, and the explicit partial trace of the Fock-space matrix $T^2/Z$ gives $0.18663501$, so $S_2=1.678600$ for this coarse discretization. The individual values of $\mathcal D$ range from $0.000741$ to $2.585629$. They are positive, as the half-filling argument allows, but the largest exceeds $1$, which no overlap of two density matrices can do; in such a pair at least one of the two operators $\rho_{s,A}$ and $\rho_{s',A}$ is not a state. The agreement holds to the eight printed digits for the other subsystems too: $0.31275645$ for $A=\{1\}$, $0.08882624$ for the non-contiguous $A=\{1,3\}$, and $0.08968858$ for $A=\{1,2,3\}$, with $S_2=1.162330$, $2.421073$ and $2.411412$. The bonded pair $\{1,2\}$ has a lower entropy than the pair $\{1,3\}$. Adding site $2$ to $\{1,3\}$ lowers the entropy slightly in this $L=2$ state, but that is an effect of the coarse step: in the thermal state the same addition raises $S_2$ from $2.311$ to $2.528$.

The one-site value has an elementary check. Conservation of $N_\uparrow$ and $N_\downarrow$ makes $\rho_A$ diagonal in the four site states. Spin symmetry equates the two singly occupied probabilities, and the particle–hole map $c_{i\sigma}\to\eta_ic_{i\sigma}^\dagger$, which leaves $H_K$ and $H_U$ separately invariant and hence also $T$, equates the empty probability with the double occupancy $d$. Normalization gives $\frac12-d$ for each spin state, so $\mathrm{Tr}\rho_A^2=2d^2+2(\frac12-d)^2$. With $d=0.124744$ this is $2(0.015561)+2(0.140817)=0.312756$, in agreement with the determinant sum.

The two wrong estimators miss on opposite sides, as they did for the single site. For $A=\{1,2\}$ and $L=2$, the same-replica average is $0.451742$, which would suggest $S_2=0.794644$, and the determinant of the averaged Green matrix is $0.132873$, which would suggest $2.018363$; the correct value is $1.678600$.

The exact thermal state has purity $0.170533$ and $S_2=1.768824$. The discretized values approach it from below, with errors $-9.022\times10^{-2}$, $-1.198\times10^{-2}$, $-3.048\times10^{-3}$, $-7.654\times10^{-4}$, $-1.916\times10^{-4}$ and $-4.791\times10^{-5}$ for $L=2,6,12,24,48,96$. Going from $L=48$ to $96$ reduces the error by $3.999$, the factor $4$ of a $\Delta\tau^2$ law. Going from $L=2$ to $6$ reduces it by $9.022/1.198=7.5$ and not by $9$, so $L=2$ lies outside the asymptotic range, which affects the comparison with the thermal state but not the identity (1).

A Metropolis run at $L=12$, with $\Delta\tau=0.25\ \mathrm{Ry}^{-1}$, $\lambda=0.561513$, $500$ independent replica pairs, $15$ warm-up sweeps and $40$ measured sweeps, gives the purity $0.17491\pm0.00177$. The error bar comes from the scatter of the $500$ pair averages, which are independent, so autocorrelation within a chain is accounted for. The entropy is $S_2=-\ln0.17491=1.7435$ with uncertainty $0.00177/0.17491=0.0101$. The Fock-space value at $L=12$ is $0.17105$, so the sample lies high by $0.00386$, or $2.2$ standard errors. A deviation of this size occurs by chance in a few percent of runs, and a single run cannot separate such a fluctuation from a small remnant of the random start after the short warm-up. The evidence for (1) is the exact enumeration; the run shows the accuracy that about $2\times10^4$ pair measurements buy for a four-mode subsystem, an uncertainty about three times the Trotter error at this $L$.

A three-site ring with the same $t$, $U$ and $\beta$, with $\mu=-0.3$ Ry, $L=3$ and $A=\{1,2\}$ tests the formula without bipartite or half-filling symmetry. The Fock-space purity is $0.15795030$, or $S_2=1.845475$. The spin decoupling, with $\lambda=1.207560$, gives $0.15795030$, and so does the charge decoupling, with $\lambda=0.989854$. One might have expected negative weights in the spin channel on a frustrated ring, but the average sign is $1.000000$ to the printed digits, so at this temperature and size that channel shows no sign problem. The charge channel has complex weights with average phase $0.622190$, so the denominator in (15) is $0.622190^2=0.387$. The two decouplings have different weights and different Green matrices for the single configurations. They share the weighted sums that represent the same operator, such as $Z$, the averaged Green matrix and $\rho_A$, and therefore also the double sum (1).

The numerical check below compares Fock-space matrices, built by the Jordan–Wigner construction with the modes of $A$ first and reduced by an explicit partial trace, with one-particle determinants. For random complex non-Hermitian $h$ on five modes with three in $A$, it tests $e^{\hat h}=\Gamma(e^h)$ and equations (8), (10), (12), (13) and (14), and then (14) for a singular $G_A$ and for a projector $|R\rangle\langle L|$. It finds that random $\Gamma_A(X)$ on three modes span a space of dimension $20=1+9+9+1$, the number of elements with $|I|=|J|$, which is the content of the uniqueness argument. For the Hubbard clusters it tests $Z=\sum_sw_s$ and (1) by complete enumeration, in the spin channel for the chain and in both channels for the ring, the one-site formula, the failure of the two shortcuts, the Trotter ratio, the agreement of the updated Green matrix with a fresh inversion after every sweep, and the Monte Carlo mean within five standard errors.

## Calculated quantities

```
span of Gamma(X), 3 modes: dimension 20
chain N=4: t=0.4 Ry, U=1.2 Ry, beta=3.0 1/Ry, mu=0 Ry
1 Ry = 13.6057 eV, T = 52629 K
L=2: dtau=1.5 1/Ry, lambda=1.548997, configs=256, Z=5514.922866
L=2 A=[1]: Fock 0.31275645, pairs 0.31275645, S2=1.162330 nat
  site-1 double occupancy d=0.124744
L=2 A=[1, 2]: Fock 0.18663501, pairs 0.18663501, S2=1.678600 nat
L=2 A=[1, 3]: Fock 0.08882624, pairs 0.08882624, S2=2.421073 nat
L=2 A=[1, 2, 3]: Fock 0.08968858, pairs 0.08968858, S2=2.411412 nat
pair s=all +, s'=(+-+-) twice: P_s=0.010206, P_s'=0.045080
  up G_A(s) rows: [[0.0729, -0.06673], [-0.06673, 0.10379]]
  up G_A(s') rows: [[0.1073, -0.24681], [-0.24681, 0.83704]]
  up matrix rows: [[0.86839, 0.16585], [0.24799, 0.26586]]
  up det = 0.189743
  dn G_A(s) rows: [[0.9271, -0.06673], [-0.06673, 0.89621]]
  dn G_A(s') rows: [[0.8927, -0.24681], [-0.24681, 0.16296]]
  dn matrix rows: [[0.86839, -0.16585], [-0.24799, 0.26586]]
  dn det = 0.189743
  product = 0.036002; all pairs: min 0.000741, max 2.585629
wrong, same replica: 0.451742, -ln = 0.794644 nat
wrong, averaged G:   0.132873, -ln = 2.018363 nat
exact: purity=0.170533, S2=1.768824 nat, max 2 ln4=2.772589 nat
L=2: S2=1.678600 nat, error=-9.022e-02 nat
L=6: S2=1.756846 nat, error=-1.198e-02 nat
L=12: S2=1.765776 nat, error=-3.048e-03 nat
L=24: S2=1.768058 nat, error=-7.654e-04 nat
L=48: S2=1.768632 nat, error=-1.916e-04 nat
L=96: S2=1.768776 nat, error=-4.791e-05 nat
error ratio L=48/L=96: 3.999
MC L=12: dtau=0.25 1/Ry, lambda=0.561513, 500 pairs, 15+40 sweeps
MC purity=0.17491 +- 0.00177, Fock L=12 0.17105
MC S2=1.7435 +- 0.0101 nat
triangle mu=-0.3 Ry, L=3, A=[1,2]: Fock purity 0.15795030, S2=1.845475 nat
  spin: lambda=1.207560, pairs 0.15795030, <phase>=1.000000
  charge: lambda=0.989854, pairs 0.15795030, <phase>=0.622190
```
